\section*{First Two Subband Edges of (13,0) and (14,0) Carbon Nanotubes}

\section{Problem}

An $(n,0)$ nanotube is a graphene sheet rolled so that one third of its bonds lie along the tube axis. Give each atom one $\pi$ orbital of energy zero and let an electron hop only between nearest neighbours, with the same matrix element $-\gamma$ on every bond. Neighbouring orbitals have no overlap, and rolling enters only through periodicity around the circumference. The bond length is $b$, the lattice constant is $\ell=\sqrt3\,b$, and the axial period is $T=3b$.

The edge $\Delta$ of a subband is its lowest positive energy, measured from midgap. The spectrum is symmetric about zero, so the corresponding gap is $2\Delta$. Distinct edges are counted once, whatever their degeneracy.

\begin{enumerate}
\item Find the edge of every subband.
\item For $(13,0)$ and $(14,0)$, identify the first two edges and evaluate them with $\gamma=2.7$ eV and $b=0.142$ nm, rough typical values for carbon.
\item Find a closed formula for the ratio $R=\Delta_2/\Delta_1$. Decide without expansion on which side of two it lies for each tube.
\item Near a corner of the Brillouin zone the graphene energy is a cone to lowest order. What ratio would the cone give, and which feature of the true energy surface causes the difference?
\item Which neglected effects matter most for these tubes?
\end{enumerate}

\section{Hints}

\textbf{Hint 1.} The atoms lie on rings of $n$ atoms. A state of definite angular momentum has one unknown amplitude per ring, so the tube becomes a set of chains.

\textbf{Hint 2.} For real $u$, the modulus $|u+e^{-iq}|$ is never less than $\bigl|1-|u|\bigr|$.

\textbf{Hint 3.} The gap would close at $m=n/3$. Measure the angle $\pi m/n$ from $\pi/3$, and keep the sign of the difference.

\textbf{Hint 4.} To find the cause, expand the squared energy to third order about the zone corner and write the cubic term in polar coordinates.

\section{Solution}

\subsection{From the tube to a chain}

Let $x$ run around the circumference and $z$ along the axis. With $j=0,\dots,n-1$, one period contains four rings:
\begin{align*}
A_1&:\ (j\ell,\,0), & B_1&:\ \bigl((j+\tfrac12)\ell,\,\tfrac b2\bigr),\\
A_2&:\ \bigl((j+\tfrac12)\ell,\,\tfrac{3b}2\bigr), & B_2&:\ (j\ell,\,2b).
\end{align*}
An $A_1$ atom has two slanted bonds to $B_1$ atoms, displaced by $\pm\ell/2$ around the tube, and one axial bond to the $B_2$ ring below. The $A_2$ atoms have the same surroundings.

The circumference is $n\ell$, so a displacement $\ell/2$ is an angle $\pi/n$. Let the amplitude on an atom at angle $\varphi$ be $e^{im\varphi}$ times a ring amplitude. The slanted bonds then contribute
\[
-\gamma\left(e^{i\pi m/n}+e^{-i\pi m/n}\right)=-2\gamma\cos\theta_m,
\qquad \theta_m=\frac{\pi m}{n},
\]
and the axial bond contributes $-\gamma$. Replacing $m$ by $m+n$ merely reverses the sign of the amplitudes on alternate pairs of rings, so $m=0,\dots,n-1$ covers all states.

Each $m$ thus gives a chain with alternating hoppings. Its cell is one $A$ ring and one $B$ ring, with length $3b/2$. Let the amplitudes gain a factor $e^{iq}$ per cell. Then
\begin{align*}
E\,c_A&=-\gamma\left(2\cos\theta_m+e^{-iq}\right)c_B,\\
E\,c_B&=-\gamma\left(2\cos\theta_m+e^{iq}\right)c_A .
\end{align*}
Substituting one equation into the other gives
\begin{equation}
|E|=\gamma\left|2\cos\theta_m+e^{-iq}\right|. \label{disp}
\end{equation}
The modulus is least when $e^{-iq}$ is real and opposite in sign to $\cos\theta_m$, that is, at $q=0$ or $q=\pi$. A tube period contains two cells, so $kT=2q$ up to a multiple of $2\pi$, and both cases are tube wavevector $k=0$. Hence
\begin{equation}
\Delta_m=\gamma\bigl|1-2|\cos\theta_m|\bigr|. \label{edge}
\end{equation}
If $\cos\theta_m=0$, the band is flat at $\gamma$, and the formula still holds. Since $|\cos\theta_{n-m}|=|\cos\theta_m|$, the values $m$ and $n-m$ are degenerate. Physically, an edge measures the mismatch between the axial hopping and the combined slanted hopping. The gap closes if they are equal, at $\theta_m=\pi/3$.

\subsection{Choosing and evaluating the edges}

As $\theta$ rises from $0$ to $\pi/3$, $\Delta$ falls from $\gamma$ to zero; from $\pi/3$ to $\pi/2$ it rises again to $\gamma$. The lowest edges therefore lie around $m=n/3$, which is $4.33$ for $(13,0)$ and $4.67$ for $(14,0)$. Equation (\ref{edge}) gives these values of $\Delta_m/\gamma$:
\begin{center}
\begin{tabular}{ccccc}
 & $m=3$ & $m=4$ & $m=5$ & $m=6$\\
$(13,0)$ & 0.49702 & 0.13613 & 0.29079 & 0.75893\\
$(14,0)$ & 0.56366 & 0.24698 & 0.13223 & 0.55496
\end{tabular}
\end{center}
By monotonicity, values of $m$ outside this range, up to $n/2$, give higher edges. The first two are $m=4,5$ for $(13,0)$ and $m=5,4$ for $(14,0)$, in that order. For $(13,0)$,
\begin{align*}
\Delta_1&=0.13613\times2.7\ \mathrm{eV}=0.368\ \mathrm{eV},\\
\Delta_2&=0.29079\times2.7\ \mathrm{eV}=0.785\ \mathrm{eV},\\
R&=0.29079/0.13613=2.136 .
\end{align*}
For $(14,0)$,
\begin{align*}
\Delta_1&=0.13223\times2.7\ \mathrm{eV}=0.357\ \mathrm{eV},\\
\Delta_2&=0.24698\times2.7\ \mathrm{eV}=0.667\ \mathrm{eV},\\
R&=0.24698/0.13223=1.868 .
\end{align*}
The gaps $2\Delta$ are 0.735 and 1.570 eV for $(13,0)$, and 0.714 and 1.334 eV for $(14,0)$. The ratios do not depend on $\gamma$. The first edges differ by only 0.011 eV, while the second differ by 0.118 eV: most of the contrast between the tubes is in the second subband.

\subsection{The closed ratio and its side of two}

Write $\theta_m=\pi/3+\delta$, so that $\delta=(\pi/n)(m-n/3)$, and define $a=\pi/(3n)$. If $n=3p+1$, then $m=p$ gives $\delta=-a$ and $m=p+1$ gives $\delta=+2a$. If $n=3p+2$, then $m=p+1$ gives $\delta=+a$ and $m=p$ gives $\delta=-2a$. With $s=+1$ in the first case and $s=-1$ in the second,
\begin{equation}
\delta_1=-sa,\qquad \delta_2=+2sa. \label{deltas}
\end{equation}
The two edges lie on opposite sides of the zone corner, and the sides are exchanged between the two families. Here $(13,0)$ has $s=+1$ and $(14,0)$ has $s=-1$.

Because $2\cos(\pi/3)=1$, the difference of cosines gives
\begin{align}
1-2\cos\theta
&=2\left(\cos\tfrac{\pi}{3}-\cos\theta\right)
=4\sin\frac{\theta+\pi/3}{2}\,\sin\frac{\theta-\pi/3}{2}\notag\\
&=4\sin\left(\frac{\pi}{3}+\frac{\delta}{2}\right)\sin\frac{\delta}{2}. \label{prod}
\end{align}
Inserting (\ref{deltas}) and taking moduli,
\begin{align*}
\Delta_1&=4\gamma\sin\tfrac a2\,\sin\left(\tfrac{\pi}{3}-\tfrac{sa}{2}\right),\\
\Delta_2&=4\gamma\sin a\,\sin\left(\tfrac{\pi}{3}+sa\right).
\end{align*}
Since $\sin a=2\sin(a/2)\cos(a/2)$,
\begin{equation}
R=2\,\frac{\cos(a/2)\,\sin(\pi/3+sa)}{\sin(\pi/3-sa/2)}. \label{ratio}
\end{equation}

Take $s=+1$. The numerator of the fraction is
\[
\cos\tfrac a2\sin\left(\tfrac{\pi}{3}+a\right)
=\tfrac12\left[\sin\left(\tfrac{\pi}{3}+\tfrac{3a}{2}\right)
+\sin\left(\tfrac{\pi}{3}+\tfrac a2\right)\right].
\]
Each sine in the bracket exceeds the denominator, because
\begin{align*}
\sin\left(\tfrac{\pi}{3}+\tfrac{3a}{2}\right)-\sin\left(\tfrac{\pi}{3}-\tfrac a2\right)
&=2\cos\left(\tfrac{\pi}{3}+\tfrac a2\right)\sin a>0,\\
\sin\left(\tfrac{\pi}{3}+\tfrac a2\right)-\sin\left(\tfrac{\pi}{3}-\tfrac a2\right)
&=2\cos\tfrac{\pi}{3}\,\sin\tfrac a2>0
\end{align*}
for $0<a<\pi/3$. So does their mean, and $R>2$ for $(13,0)$.

Take $s=-1$. In the same range of $a$,
\[
\cos\tfrac a2\sin\left(\tfrac{\pi}{3}-a\right)
<\sin\left(\tfrac{\pi}{3}-a\right)
<\sin\left(\tfrac{\pi}{3}+\tfrac a2\right).
\]
The last member is the denominator, so $R<2$ for $(14,0)$.

For a wide tube $a$ is small. To first order $\cos(a/2)=1$ and $\sin(\pi/3+\epsilon)=\sin(\pi/3)\,(1+\epsilon/\sqrt3)$, which gives
\begin{align}
R&\simeq2\left(1+\frac{sa}{\sqrt3}\right)\left(1+\frac{sa}{2\sqrt3}\right)\notag\\
&\simeq2+\sqrt3\,sa=2+\frac{s\pi}{\sqrt3\,n}. \label{large}
\end{align}
This yields 2.140 and 1.870, within 0.004 of the full ratios. In this model the ratio tends to two from opposite sides as the two families grow wider.

\subsection{Why the ratio is not two}

Equation (\ref{disp}) is the graphene energy sampled on lines of fixed circumferential wavevector. Let $\theta$ vary continuously. Squaring gives
\[
\frac{E^2}{\gamma^2}=1+u^2+2u\cos q,\qquad u=2\cos\theta .
\]
The energy vanishes at $\theta=\pi/3$, $q=\pi$, a zone corner. Measure the wavevector $(Q_x,Q_z)$ from there, and set $X=Q_x\ell/2$ and $Z=Q_z\ell/2$. Then $\theta=\pi/3+X$. Since $3b/2=\sqrt3\,\ell/2$, also $q=\pi+\sqrt3\,Z$. With $\cos q=-\cos(\sqrt3Z)$,
\[
\frac{E^2}{\gamma^2}=(1-u)^2+2u\left[1-\cos(\sqrt3Z)\right].
\]
The expansions needed are
\begin{align*}
1-u&=1-\cos X+\sqrt3\sin X=\sqrt3X+\tfrac12X^2+\cdots,\\
(1-u)^2&=3X^2+\sqrt3X^3+\cdots,\\
2u\left[1-\cos(\sqrt3Z)\right]&=(1-\sqrt3X)\,3Z^2+\cdots .
\end{align*}
With $X=\rho\cos\phi$ and $Z=\rho\sin\phi$, we have $X^3-3XZ^2=\rho^3\cos3\phi$. Therefore
\begin{align}
\frac{E^2}{\gamma^2}&=3\rho^2+\sqrt3\,\rho^3\cos3\phi+O(\rho^4),\notag\\
\frac{|E|}{\gamma}&=\sqrt3\,\rho\left[1+\frac{\rho}{2\sqrt3}\cos3\phi+O(\rho^2)\right]. \label{warp}
\end{align}
The leading term is the cone. The $\cos3\phi$ term is trigonal warping: it turns the circular energy contours into rounded triangles. A Fourier analysis of the graphene lattice sum at $\rho=0.005$ gives a coefficient of 0.2887, equal to $1/(2\sqrt3)$ to the digits shown.

Subband edges have $Z=0$ and $X=\delta$. Thus $\phi=0$ for $\delta>0$ and $\phi=\pi$ for $\delta<0$, and $\cos3\phi$ has the sign of $\delta$. On the cone the edges are $\sqrt3\gamma a$ and $2\sqrt3\gamma a$, with ratio two. Warping adds
\[
-\tfrac12s\gamma a^2\ \text{to}\ \Delta_1,\qquad
+2s\gamma a^2\ \text{to}\ \Delta_2 .
\]
For $(13,0)$ it lowers the first edge from 0.377 to 0.368 eV and raises the second from 0.753 to 0.788 eV. For $(14,0)$ it raises the first from 0.350 to 0.357 eV and lowers the second from 0.700 to 0.669 eV. These estimates agree with the full edges to within 1\%.

The cause can be isolated by averaging the full graphene energy over $\phi$ at $\rho=a$ and $\rho=2a$. This removes the $\cos3\phi$ term. What remains at the next order is the isotropic departure from the cone, plus a piece from the square of the warping term that makes up about one seventh of the remainder. The ratios become 1.994 and 1.995. The isotropic part thus moves both tubes slightly below two, and cannot produce the opposite displacements of $+0.136$ and $-0.132$.

\subsection{Real tubes and transistors}

The diameters $n\ell/\pi$ are 1.02 and 1.10 nm, in the range of tubes used for transistors. The neglected effects can be sized with rough parameters. Of those considered below, interactions set the largest energy scale, and curvature is the single-particle effect that changes the ratio most.

\emph{Curvature.} A model with one $s$ and three $p$ orbitals per atom was placed on the cylinder, with bond length and hopping parameters held fixed: $s$ level at $-7.3$ eV relative to the $p$ level, and $ss\sigma$, $sp\sigma$, $pp\sigma$, $pp\pi$ elements of $-4.3$, $5.0$, $6.4$ and $-2.7$ eV, all rough values. At $k=0$ its first two gaps are 0.647 and 1.599 eV for $(13,0)$, with ratio 2.47, and 0.753 and 1.235 eV for $(14,0)$, with ratio 1.64. With the surface flattened, the same model returns the gaps found above, so the change is due to curvature. It acts in the same direction as warping and, for these parameters, is the larger effect on the ratio. The sides of two survive, but the numerical values 2.14 and 1.87 do not. The curved ratios are themselves only indicative. Other parameter sets, or a rolled geometry with hoppings scaled by bond length, give 2.30 to 2.64 for $(13,0)$ and 1.55 to 1.74 for $(14,0)$. At the weak end of that range curvature is only about as large as warping.

\emph{Distant hopping and overlap.} A third-neighbour hopping of 0.2 eV, with the sign of the nearest-neighbour one and $\gamma$ held fixed, lowers the gaps by 13 to 17\%. It changes the ratios to 2.22 and 1.81. An overlap of 0.13 between neighbours raises the second gap by less than 0.2\%, but it breaks the symmetry about midgap. Measured from the middle of the first gap, the electron edges then have ratios 2.20 and 1.91, and the hole edges 2.08 and 1.83.

\emph{Interactions.} The Coulomb energy $e^2/(4\pi\varepsilon_0\kappa d)$ at a distance of one diameter $d$, with effective dielectric constant $\kappa=4$, is 0.35 eV for $(13,0)$ and 0.33 eV for $(14,0)$. This is nearly half the first gap. It is a scale, not a calculated shift, but it is large enough that measured optical transition energies should not be identified with the single-particle gaps $2\Delta$. Their ratio need not equal $R$ either.

\emph{Temperature.} At 300 K, $k_BT=0.0259$ eV. The Boltzmann factor $\exp[-(\Delta_2-\Delta_1)/k_BT]$ is about $1\times10^{-7}$ for $(13,0)$ and $6\times10^{-6}$ for $(14,0)$. These factors compare the occupations of the two edges when the Fermi level lies well below both. They are exponentially sensitive to the edges: the conduction edges of the curved model give about $5\times10^{-9}$ and $2\times10^{-4}$. Near equilibrium, with the Fermi level at least $5k_BT$ below $\Delta_2$, the second subband carries less than 1\% of the ballistic electron conductance within this model. A gate that brings the Fermi level close to $\Delta_2$ removes that condition, and it has less far to go in $(14,0)$.

\section{Variation 1: weaker slanted bonds}

\textbf{Question.} Let the slanted hopping be $\gamma(1-\eta)$ and the axial hopping remain $\gamma$. How does $R$ change when $a\ll1$ and $|\eta|\ll a$?

\textbf{Solution.} In (\ref{edge}), $2\cos\theta$ becomes $2(1-\eta)\cos\theta$. Near the corner $2\cos\theta\simeq1$, so
\[
1-2(1-\eta)\cos\theta\simeq\sqrt3\,\delta+\tfrac12\delta^2+\eta .
\]
Inserting $\delta_1=-sa$ and $\delta_2=2sa$ and taking moduli,
\begin{align*}
\Delta_1/\gamma&\simeq\sqrt3\,a-s\left(\tfrac12a^2+\eta\right),\\
\Delta_2/\gamma&\simeq2\sqrt3\,a+s\left(2a^2+\eta\right).
\end{align*}
Dividing, and keeping first order in $a$ and in $\eta/a$,
\begin{align*}
R&\simeq2\left[1+\frac{s}{\sqrt3}\left(a+\frac{\eta}{2a}\right)\right]
\left[1+\frac{s}{\sqrt3}\left(\frac a2+\frac{\eta}{a}\right)\right]\\
&\simeq2+\sqrt3\,s\left(a+\frac{\eta}{a}\right).
\end{align*}
A positive $\eta$ reinforces warping, and the two contributions are equal at $\eta=a^2$. For $(13,0)$ this is $0.08055^2\simeq0.0065$, so a hopping difference below one per cent matters as much as warping. A negative $\eta$ opposes warping, and to this order $\eta=-a^2$ restores the ratio two.

In the curved model above, both gaps with $\delta<0$ narrowed and both with $\delta>0$ widened, as for $\eta>0$. The narrowing was larger than the widening, which a single $\eta$ does not reproduce at this order. The comparison is between gaps because the curved model's spectrum is not symmetric about midgap. If a curvature correction has the form $\eta=\lambda a^2$ with constant $\lambda$, then $R-2\simeq\sqrt3\,s(1+\lambda)a$. Such a correction does not fade relative to warping as the tube widens, although both vanish.

\section{Variation 2: $n$ divisible by three}

\textbf{Question.} What does warping do to the first non-zero edges when $n=3p$ and $n$ is large?

\textbf{Solution.} Now $m=p$ has $\delta=0$ and no gap in this model. The neighbours $m=p\pm1$ have $\delta=\pm\pi/n$, at equal distances from the corner, so the cone would make their edges equal. With $h=\pi/(2n)$, equation (\ref{prod}) gives
\[
\Delta_\pm=4\gamma\sin h\,\sin\left(\frac{\pi}{3}\pm h\right).
\]
Their mean and difference follow from the sum and difference of the sines:
\begin{align*}
\tfrac12(\Delta_++\Delta_-)&=4\gamma\sin h\,\sin\tfrac{\pi}{3}\cos h
=\sqrt3\,\gamma\sin\frac{\pi}{n},\\
\Delta_+-\Delta_-&=4\gamma\sin h\left(2\cos\tfrac{\pi}{3}\sin h\right)
=4\gamma\sin^2\frac{\pi}{2n}\simeq\frac{\pi^2\gamma}{n^2}.
\end{align*}
Warping therefore splits one cone edge into two. The splitting falls as $1/n^2$ while the edges fall as $1/n$, so the relative splitting falls as $1/n$, the same rate at which $R$ approaches two in (\ref{large}).

\section*{Numbers as computed}
\begin{verbatim}
hopping gamma = 2.7 eV, bond = 0.142 nm
lattice constant = 0.2460 nm, period = 0.426 nm
warping coefficient from lattice sum = 0.2887
1/(2 sqrt 3) = 0.2887
4-orbital s level, ss, sp, pp sigma: -7.3, -4.3, 5.0, 6.4 eV
third hop 0.2 eV, overlap 0.13, dielectric 4.0
kT at 300 K = 0.0259 eV
--- (13,0): s = +1, a = 0.08055, diameter 1.018 nm
m = 3: Delta/gamma = 0.49702
m = 4: Delta/gamma = 0.13613
m = 5: Delta/gamma = 0.29079
m = 6: Delta/gamma = 0.75893
Delta1 = 0.3675 eV, Delta2 = 0.7851 eV
gaps 2*Delta1 = 0.7351 eV, 2*Delta2 = 1.5703 eV
cone: 0.3767 eV, 0.7534 eV
cone + warping: 0.3680 eV, 0.7885 eV
ratio R = 2.1361
first-order R = 2.1395
R with warping averaged out = 1.9943
curved 4-orbital gaps 0.6467, 1.5994 eV, R = 2.473
third neighbour: gaps 0.6188, 1.3715 eV, R = 2.216
overlap raises gap 2 by 0.143 %
Coulomb energy at diameter = 0.354 eV
Boltzmann factor subband 2/1 = 9.7e-08
--- (14,0): s = -1, a = 0.07480, diameter 1.096 nm
m = 3: Delta/gamma = 0.56366
m = 4: Delta/gamma = 0.24698
m = 5: Delta/gamma = 0.13223
m = 6: Delta/gamma = 0.55496
Delta1 = 0.3570 eV, Delta2 = 0.6668 eV
gaps 2*Delta1 = 0.7141 eV, 2*Delta2 = 1.3337 eV
cone: 0.3498 eV, 0.6996 eV
cone + warping: 0.3574 eV, 0.6694 eV
ratio R = 1.8678
first-order R = 1.8704
R with warping averaged out = 1.9951
curved 4-orbital gaps 0.7532, 1.2347 eV, R = 1.639
third neighbour: gaps 0.6153, 1.1117 eV, R = 1.807
overlap raises gap 2 by 0.103 %
Coulomb energy at diameter = 0.328 eV
Boltzmann factor subband 2/1 = 6.2e-06
\end{verbatim}
